# Particle-hole and particle-particle bubbles: a frequency sum that misleads

## Problem

Two fermion levels have energies \(e_1\) and \(e_2\), measured from the chemical potential. Write \(T\) for \(k_BT>0\), and let

\[
f_j=\frac{1}{e^{e_j/T}+1},\qquad G_j(i\omega_n)=\frac{1}{i\omega_n-e_j},\qquad \omega_n=(2n+1)\pi T,\qquad \Omega=2\pi mT,
\]

with integers \(n\) and \(m\). Evaluate the two bubbles

\[
P(i\Omega)=T\sum_n G_1(i\omega_n)\,G_2(i\omega_n+i\Omega),\qquad
K(i\Omega)=T\sum_n G_1(i\omega_n)\,G_2(i\Omega-i\omega_n),
\]

and check both by adding up the terms directly. These are bare frequency sums: spin factors, interaction vertices and the sign of the diagram are left out.

In \(P\) the frequency \(i\Omega\) is the difference of the two fermion frequencies, as when a particle is moved from one level to the other. In \(K\) it is their sum, as when a pair is added.

## A tempting solution

Partial fractions split each product into single Green's functions:

\[
\frac{1}{(i\omega_n-e_1)(i\omega_n+i\Omega-e_2)}
=\frac{1}{i\Omega+e_1-e_2}\left[\frac{1}{i\omega_n-e_1}-\frac{1}{i\omega_n+i\Omega-e_2}\right],
\]

\[
\frac{1}{(i\omega_n-e_1)(i\Omega-i\omega_n-e_2)}
=\frac{1}{i\Omega-e_1-e_2}\left[\frac{1}{i\omega_n-e_1}+\frac{1}{i\Omega-i\omega_n-e_2}\right].
\]

Both are correct, as putting the brackets over a common denominator shows. Now use the rule

\[
T\sum_n\frac{1}{i\omega_n-e}=f(e).
\]

Since \(\Omega\) is an even multiple of \(\pi T\), both \(\omega_n+\Omega\) and \(\Omega-\omega_n\) run over all fermion frequencies. After relabelling, the second term in each bracket therefore gives \(f_2\), and

\[
P=\frac{f_1-f_2}{i\Omega+e_1-e_2},\qquad
K=\frac{f_1+f_2}{i\Omega-e_1-e_2}\quad\text{(wrong)}.
\]

The second result cannot be right. Take \(\Omega=0\) and \(e_1=e_2=e>0\). Each term of \(K\) is then

\[
\frac{1}{(i\omega_n-e)(-i\omega_n-e)}=\frac{1}{\omega_n^2+e^2}>0,
\]

while the formula gives the negative value \(-f(e)/e\).

## Where the fault lies

The products fall off as \(1/\omega_n^2\), so their sums converge absolutely. The separate pieces fall off as \(1/\omega_n\), and their sums depend on how they are taken. For \(e=0\), the terms \(1/(i\omega_n)\) cancel between \(\omega_n\) and \(-\omega_n\), so a sum with symmetric limits is 0. The rule claims \(f(0)=\tfrac12\).

The rule belongs to a sum with an extra factor \(e^{i\omega_n\eta}\), where \(\eta\to0^+\). At \(e=0\) this factor gives

\[
T\sum_n\frac{e^{i\omega_n\eta}}{i\omega_n}
=2T\sum_{n\ge0}\frac{\sin\omega_n\eta}{\omega_n}
=\frac{2}{\pi}\sum_{n\ge0}\frac{\sin[(2n+1)x]}{2n+1}=\frac12,\qquad x=\pi T\eta .
\]

The last sum is the sine series of the constant \(\pi/4\) on \(0<x<\pi\). Its coefficients are \(\frac{2}{\pi}\int_0^\pi\frac{\pi}{4}\sin kx\,dx=\frac{1-\cos k\pi}{2k}\), which is \(1/k\) for odd \(k\) and zero for even \(k\). With \(e^{-i\omega_n\eta}\) the sine changes sign and the result is \(-\tfrac12\).

For other energies, \(\frac{1}{i\omega_n-e}-\frac{1}{i\omega_n}=\frac{e}{i\omega_n(i\omega_n-e)}\) falls off as \(1/\omega_n^2\), so the factor has no effect on this difference as \(\eta\to0\). If \(S(e)\) is the sum with symmetric limits, the two factors therefore give \(S(e)+\tfrac12\) and \(S(e)-\tfrac12\). They differ by 1.

We may put \(e^{i\omega_n\eta}\) into the whole bubble, because that sum converges absolutely. In \(P\), the relabelling \(\omega'=\omega_n+\Omega\) keeps the sign of the frequency in the exponent. Both pieces carry the same \(+\tfrac12\), which cancels in their difference, so \(P\) came out right. In \(K\), the relabelling \(\omega'=\Omega-\omega_n\) turns the factor into \(e^{i\Omega\eta}e^{-i\omega'\eta}\). The second piece then has the reversed factor, and its value is \(f_2-1\), not \(f_2\). The tempting numerator is too large by 1.

## Solution

A contour integral of the whole product avoids the split and does not need the rule. Take the weight function

\[
h(z)=\frac12\tanh\frac{z}{2T}=\frac12-\frac{1}{e^{z/T}+1}.
\]

Its poles are the zeros of \(\cosh(z/2T)\), which are the points \(z=i\omega_n\). The derivative of \(\cosh(z/2T)\) is \(\sinh(z/2T)/2T\), so each residue is \(\tfrac12\cdot2T=T\).

Let \(g(z)\) be the summand with \(i\omega_n\) replaced by \(z\). Integrate \(g\,h\) around the square with corners \(2\pi kT(\pm1\pm i)\), where \(k\) is a positive integer. On the horizontal sides, \(\tanh(x\pm i\pi k)=\tanh x\) has modulus below 1. On the vertical sides, with \(x=\pm\pi k\),

\[
|\tanh(x+iy)|^2=\frac{\sinh^2x+\sin^2y}{\sinh^2x+\cos^2y}\le\coth^2(\pi k).
\]

So \(h\) stays bounded, \(g\) is of order \(1/k^2\), and the perimeter grows as \(k\). The integral vanishes as \(k\to\infty\), and all residues add to zero:

\[
T\sum_n g(i\omega_n)=-\sum_{\text{poles of }g}\operatorname{Res}\,[g\,h].
\]

The poles of \(g\) have imaginary part 0 or \(\pm\Omega\), an even multiple of \(\pi T\), so they never coincide with a point \(i\omega_n\).

**Particle-hole bubble.** Here \(g(z)=1/[(z-e_1)(z+i\Omega-e_2)]\). Its residue is \(1/(i\Omega+e_1-e_2)\) at \(z=e_1\), and minus this at \(z=e_2-i\Omega\). Because \(\tanh\) has period \(i\pi\), \(h(e_2-i\Omega)=h(e_2)\). Hence

\[
P(i\Omega)=-\frac{(\frac12-f_1)-(\frac12-f_2)}{i\Omega+e_1-e_2}
=\frac{f_1-f_2}{i\Omega+e_1-e_2}.
\]

**Particle-particle bubble.** Here \(g(z)=1/[(z-e_1)(i\Omega-z-e_2)]\). The residue at \(z=e_1\) is \(1/(i\Omega-e_1-e_2)\). Near \(z_0=i\Omega-e_2\) the second factor is \(-(z-z_0)\), so the residue there is again minus the first. Now the weight is \(h(i\Omega-e_2)=h(-e_2)=-h(e_2)\), because \(h\) is odd. The two contributions add:

\[
K(i\Omega)=-\frac{(\frac12-f_1)+(\frac12-f_2)}{i\Omega-e_1-e_2}
=\frac{1-f_1-f_2}{e_1+e_2-i\Omega}.
\]

The numerators count occupations:

\[
f_1-f_2=f_1(1-f_2)-f_2(1-f_1),\qquad
1-f_1-f_2=(1-f_1)(1-f_2)-f_1f_2 .
\]

The first compares moving a particle from level 1 to level 2 with the reverse move. The second compares adding a pair to two empty levels with removing one from two filled levels. As \(T\to0\), the first numerator vanishes if both levels lie on the same side of the chemical potential, and the second vanishes if they lie on opposite sides.

**Vanishing denominators.** These occur only for \(m=0\). If \(e_1=e_2=e\), then \(g=1/(z-e)^2\) has a double pole, and the residue of \(g\,h\) is \(h'(e)=-f'(e)\). If \(e_2=-e_1\), then \(g=-1/(z-e_1)^2\), with the opposite sign. Therefore

\[
P(0)=f'(e)=-\frac{f(1-f)}{T},\qquad K(0)=-f'(e_1)=\frac{f_1(1-f_1)}{T}.
\]

At the same energies but \(m\ne0\), the numerators vanish and the denominators do not, so both bubbles are zero.

The case that exposed the wrong formula, \(\Omega=0\) and \(e_1=e_2=e\), now gives \(K=(1-2f)/(2e)=\tanh(e/2T)/(2e)\), which is positive as required.

These formulas hold for bare Green's functions with sharp levels. If interactions give \(G_j\) another frequency dependence, \(g\) has other singularities. When \(G_j(i\omega_n)=\int A_j(x)\,dx/(i\omega_n-x)\) with a spectral function \(A_j\), the sums are linear in each \(G_j\), so each bubble is the formula above with \(e_1\to x_1\), \(e_2\to x_2\), integrated over \(A_1(x_1)A_2(x_2)\,dx_1dx_2\).

## Direct summation

Keep the \(2N\) terms \(n=-N,\dots,N-1\). At large frequency the summand tends to \(1/(i\omega_n)^2=-1/\omega_n^2\) for \(P\) and to \(+1/\omega_n^2\) for \(K\). The omitted terms come in pairs \(\pm\omega_n\), and

\[
2T\sum_{n\ge N}\frac{1}{\omega_n^2}
=\frac{2}{\pi^2T}\sum_{n\ge N}\frac{1}{(2n+1)^2}
\approx\frac{2}{\pi^2T}\cdot\frac{1}{4N}=\frac{1}{2\pi^2NT}.
\]

The approximation replaces \((2n+1)^2=4n(n+1)+1\) by \(4n(n+1)\). Then each term is \(\frac14\left(\frac1n-\frac1{n+1}\right)\), and the sum telescopes. The change per term is of order \(1/n^4\), so the error is of order \(1/N^3\). In the expansion of the summand, the \(1/\omega_n^3\) terms cancel within each pair, and the \(1/\omega_n^4\) terms also leave an error of order \(1/N^3\). Adding the tail, \(-1/(2\pi^2NT)\) for \(P\) and \(+1/(2\pi^2NT)\) for \(K\), thus improves the error from order \(1/N\) to order \(1/N^3\). This holds only when the first omitted frequency \((2N+1)\pi T\) is much larger than \(|\Omega|\), \(|e_1|\) and \(|e_2|\), since the expansion in \(1/\omega_n\) needs it. Otherwise the tail can make the result worse: for \(T=0.001\), \(e_1=-0.2\), \(e_2=0.3\) hartree, \(m=1\) and \(N=10\), the first omitted frequency is only 0.066 hartree, and adding the tail raises the error of \(P\) from 1.7 to 3.4 per hartree.

Take round model parameters: \(T=0.010\), \(e_1=-0.005\) and \(e_2=0.015\) hartree, with \(m=1\). Then \(\Omega=0.062832\) hartree, \(f_1=0.622459\) and \(f_2=0.182426\). In 1/hartree, the closed forms are

\[
P=\frac{0.440034}{-0.020+0.062832\,i}=-2.0241-6.3590\,i,
\]

\[
K=\frac{0.195115}{0.010-0.062832\,i}=0.4820+3.0286\,i .
\]

In 1/eV they are \(-0.0744-0.2337\,i\) and \(0.0177+0.1113\,i\). The direct sums, in 1/hartree, are:

| Bubble, \(N\) | Raw sum | Raw sum + tail |
|---|---|---|
| \(P\), 10 | \(-1.5164-6.3584i\) | \(-2.0230-6.3584i\) |
| \(P\), 1000 | \(-2.0191-6.3590i\) | \(-2.0241-6.3590i\) |
| \(K\), 10 | \(-0.0257+3.0277i\) | \(0.4809+3.0277i\) |
| \(K\), 1000 | \(0.4770+3.0286i\) | \(0.4820+3.0286i\) |

At \(N=10\) the raw real part of \(K\) even has the wrong sign. The imaginary parts are already close, because the leading tail is real. Doubling \(N\) from 100 to 200 reduces the corrected error by a factor of 8.000 for both bubbles, as a \(1/N^3\) law requires.

The tempting formula would have given

\[
\frac{0.622459+0.182426}{-0.010+0.062832\,i}=-1.988-12.494\,i
\]

in 1/hartree, which the direct sum for \(K\) rules out.

The double poles can be checked in the same way. With both levels at \(e_1\), \(P(0)=-0.622459\times0.377541/0.010=-23.500\) per hartree. With levels at \(e_1\) and \(-e_1\), \(K(0)=+23.500\) per hartree. The tail-corrected direct sums agree with both values. The numerical check repeats the comparison for random energies and for positive, zero and negative \(m\).

## Table of computed values

```
T = 0.010 hartree = 3158 K
e1 = -0.005 hartree, e2 = 0.015 hartree, m = 1
W = 0.062832 hartree
f1 = 0.622459, f2 = 0.182426 (no unit)
f1 - f2 = 0.440034 (no unit)
1 - f1 - f2 = 0.195115 (no unit)
e1 - e2 = -0.020 hartree, e1 + e2 = 0.010 hartree
particle-hole closed form = -2.024148-6.359049j 1/hartree
  the same = -0.074386-0.233691j 1/eV
  N = 10: raw sum = -1.516350-6.358372j 1/hartree
    tail = -0.506606 1/hartree
    raw + tail = -2.022956-6.358372j 1/hartree
  N = 100: raw sum = -1.973486-6.359048j 1/hartree
    tail = -0.050661 1/hartree
    raw + tail = -2.024147-6.359048j 1/hartree
  N = 1000: raw sum = -2.019082-6.359049j 1/hartree
    tail = -0.005066 1/hartree
    raw + tail = -2.024148-6.359049j 1/hartree
  corrected error, N=100 over N=200: 8.000
particle-particle closed form = 0.482023+3.028638j 1/hartree
  the same = 0.017714+0.111300j 1/eV
  N = 10: raw sum = -0.025711+3.027692j 1/hartree
    tail = 0.506606 1/hartree
    raw + tail = 0.480895+3.027692j 1/hartree
  N = 100: raw sum = 0.431361+3.028637j 1/hartree
    tail = 0.050661 1/hartree
    raw + tail = 0.482022+3.028637j 1/hartree
  N = 1000: raw sum = 0.476957+3.028638j 1/hartree
    tail = 0.005066 1/hartree
    raw + tail = 0.482023+3.028638j 1/hartree
  corrected error, N=100 over N=200: 8.000
static ph, both levels at e1: formula -23.500371 1/hartree
  direct sum with tail -23.500371 1/hartree
static pp, levels e1 and -e1: formula 23.500371 1/hartree
  direct sum with tail 23.500371 1/hartree
static pp, both levels at e2: 21.171632 1/hartree
largest deviation in 280 random cases = 2.0e-12 1/hartree
```
